# Double donor as scaled helium, and double acceptors in germanium

**Question**

I am stuck on an exercise about double donors. An impurity with two more valence electrons than the atom it replaces binds two electrons to a core of charge $+2$. I am to treat it as a scaled helium atom, find both ionisation energies in effective Rydbergs (the first with a variational wave function), compare with the exact value for the model, and then say how well the picture works for double acceptors in germanium.

If I ignore the repulsion between the electrons, both ionisation energies come out as 4 effective Rydbergs, which cannot be right. If I keep the orbitals of the one-electron ion and add the average repulsion, the first one drops to 1.5. How do I improve on this, and how far is the result from the exact one? I also don't see why a formula for electrons in a simple band should apply to holes in germanium, where the top of the valence band is degenerate.

**Answer**

**Reducing the donor to helium**

Assume one isotropic parabolic conduction band with effective mass $m$ (in units of the electron mass), a static dielectric constant $\varepsilon$, and no short-range potential from the impurity core. Energies are measured from the band edge. In Hartree atomic units

$$
H=\sum_{i=1}^{2}\left(-\frac{1}{2m}\nabla_i^2-\frac{2}{\varepsilon r_i}\right)+\frac{1}{\varepsilon r_{12}} .
$$

Measure lengths in the effective Bohr radius $a^*=\varepsilon/m$ by writing $\mathbf r=(\varepsilon/m)\,\mathbf x$. Then $\nabla_r^2=(m/\varepsilon)^2\nabla_x^2$ and $1/(\varepsilon r)=m/(\varepsilon^2x)$, so every term acquires the same factor:

$$
H=\frac{m}{2\varepsilon^2}\left[\sum_i\left(-\nabla_i^2-\frac{4}{x_i}\right)+\frac{2}{x_{12}}\right].
$$

The prefactor is the effective Rydberg, $\mathrm{Ry}^*=m/(2\varepsilon^2)$ hartree. The bracket is the helium Hamiltonian with a fixed nucleus, in Rydberg units. From here on energies are in $\mathrm{Ry}^*$ and lengths in $a^*$.

**Second ionisation**

With one electron left, try $e^{-2x}$. For any $e^{-\zeta x}$,

$$
\nabla^2e^{-\zeta x}=\left(\zeta^2-\frac{2\zeta}{x}\right)e^{-\zeta x},
$$

so with $\zeta=2$

$$
\left(-\nabla^2-\frac4x\right)e^{-2x}=\left(-4+\frac4x-\frac4x\right)e^{-2x}=-4\,e^{-2x}.
$$

The function has no nodes, so it is the ground state. The ion energy is $-4$ and the second ionisation energy is $I_2=4$.

**First ionisation with a variational exponent**

Your value of 1.5 keeps each electron in the orbital it would have alone. Each electron in fact screens the core from the other, so the orbitals should be allowed to expand. Take

$$
\psi=\frac{\zeta^3}{\pi}\,e^{-\zeta(x_1+x_2)}
$$

with $\zeta$ free. This is symmetric in space, and the spin singlet supplies the antisymmetry.

The radial probability density of one electron is $P(x)=4\zeta^3x^2e^{-2\zeta x}$. With $y=2\zeta x$ it becomes $P\,dx=\tfrac12y^2e^{-y}dy$, which gives

$$
\left\langle\frac1x\right\rangle=\int_0^\infty\frac{2\zeta}{y}\,\frac{y^2}{2}e^{-y}\,dy=\zeta .
$$

The kinetic energy per electron is $\langle-\nabla^2\rangle=-\zeta^2+2\zeta\langle1/x\rangle=\zeta^2$, and the attraction per electron is $-4\zeta$.

For the repulsion, the shell theorem says that two spherical shells of radii $x_1$ and $x_2$ have mean inverse distance $1/\max(x_1,x_2)$. The regions $x_2<x_1$ and $x_1<x_2$ contribute equally, so

$$
\left\langle\frac1{x_{12}}\right\rangle=2\int_0^\infty dx_1\,\frac{P(x_1)}{x_1}\int_0^{x_1}P(x_2)\,dx_2 .
$$

The inner integral is $1-e^{-y}(1+y+y^2/2)$ with $y=2\zeta x_1$. Therefore

$$
\left\langle\frac1{x_{12}}\right\rangle=2\zeta\int_0^\infty y\,e^{-y}\left[1-e^{-y}\left(1+y+\frac{y^2}2\right)\right]dy
=2\zeta\left[1-\frac14-\frac14-\frac3{16}\right]=\frac{5\zeta}8 .
$$

The Hamiltonian contains $2/x_{12}$, so the repulsion energy is $5\zeta/4$. Altogether

$$
E(\zeta)=2\zeta^2-8\zeta+\frac54\zeta=2\zeta^2-\frac{27}4\zeta .
$$

At $\zeta=2$ this is $8-13.5=-5.5$, which reproduces your $I_1=-4-(-5.5)=1.5$. Setting $dE/d\zeta=4\zeta-27/4$ to zero gives

$$
\zeta=\frac{27}{16}=1.6875,\qquad E=-2\zeta^2=-\frac{729}{128}=-5.695 .
$$

The three parts are $5.695$ (kinetic), $-13.500$ (attraction) and $2.109$ (repulsion). The first ionisation energy is the energy of the ion, with the freed electron at rest at the band edge, minus that of the neutral donor:

$$
I_1=-4+\frac{729}{128}=\frac{217}{128}=1.695\approx1.70 .
$$

The variational energy of the neutral donor is an upper bound and the ion energy is exact, so 1.70 is a lower bound on the model's first ionisation energy.

**What the core charge does to this estimate**

For a core of charge $Z$ the attraction is $-4Z\zeta$. The same minimisation gives $\zeta=Z-5/16$ and $E=-2(Z-5/16)^2$. Subtracting this from the ion energy $-Z^2$ gives

$$
I_1(Z)=2\left(Z-\frac5{16}\right)^2-Z^2=Z^2-\frac54Z+\frac{25}{128}.
$$

For large $Z$ the repulsion is a small correction to $Z^2$. For $Z=1$, a single donor that has captured a second electron, the formula gives $-7/128$: this trial function does not show binding. Since it yields a lower bound, that does not prove the second electron is unbound. The case $Z=2$ lies between, with the repulsion large but the simple function still useful.

**The exact value for the model**

The product function has one adjustable length and does not depend on the distance between the electrons. A better function uses

$$
s=x_1+x_2,\qquad t=x_1-x_2,\qquad u=x_{12},
$$

which suffice for a ground state of zero angular momentum. With $\hat{\mathbf u}=(\mathbf x_1-\mathbf x_2)/u$ and subscripts for derivatives, the gradients are

$$
\nabla_1\psi=(\psi_s+\psi_t)\hat{\mathbf x}_1+\psi_u\hat{\mathbf u},\qquad
\nabla_2\psi=(\psi_s-\psi_t)\hat{\mathbf x}_2-\psi_u\hat{\mathbf u}.
$$

Their squares add up to $2(\psi_s^2+\psi_t^2+\psi_u^2)$ plus cross terms containing $(\hat{\mathbf x}_1\mp\hat{\mathbf x}_2)\cdot\hat{\mathbf u}$. If $\theta$ is the angle between $\mathbf x_1$ and $\mathbf x_2$, these products are $s(1-\cos\theta)/u$ and $t(1+\cos\theta)/u$. The cosine rule, with $4x_1x_2=s^2-t^2$, gives

$$
1-\cos\theta=\frac{2(u^2-t^2)}{s^2-t^2},\qquad 1+\cos\theta=\frac{2(s^2-u^2)}{s^2-t^2}.
$$

The volume element is proportional to $w=u(s^2-t^2)$, because $x_1x_2\sin\theta\,d\theta=u\,du$ at fixed $x_1,x_2$. The attraction follows from $1/x_1+1/x_2=4s/(s^2-t^2)$. For real $\psi$, even in $t$, and $0<t<u<s$,

$$
E=\frac{2\int\left\{w(\psi_s^2+\psi_t^2+\psi_u^2)+2\psi_u\left[s(u^2-t^2)\psi_s+t(s^2-u^2)\psi_t\right]+(s^2-t^2-8su)\psi^2\right\}}{\int w\,\psi^2}.
$$

Insert $\psi=e^{-\zeta s}\sum c_{lmn}s^lt^mu^n$ with even $m$ and $l+m+n\le N$. Every integral is then elementary:

$$
\int s^at^bu^ce^{-2\zeta s}=\frac{(a+b+c+2)!}{(b+1)(b+c+2)(2\zeta)^{a+b+c+3}} .
$$

Minimising over the coefficients is a matrix eigenvalue problem. At fixed $\zeta=1.9$ its lowest energy is $-5.80742$ for $N=4$ and $-5.80744$ for $N=5$. A separate configuration-interaction calculation in a finite Gaussian basis gives $-5.80482$, slightly higher, as an incomplete basis allows. To the digits needed here,

$$
I_1=5.807-4=1.807\approx1.81 .
$$

"Exact" refers to the model: fixed core, one parabolic band, static screening. It is not the measured value for any donor.

The product function misses 0.112 in energy. That is about 2% of the total energy but 6.2% of $I_1$, because the exactly known 4 is subtracted and the whole error stays in the smaller difference.

**Numbers for a model donor**

Take $m=0.10$ and $\varepsilon=12$, round values not meant for a particular material. Then $a^*=12/0.10=120$ Bohr radii, or 6.35 nm, and $\mathrm{Ry}^*=0.10/12^2$ Rydberg, or 9.448 meV. Hence

- first ionisation, product function: $1.695\times9.448=16.0$ meV;
- first ionisation, converged: $1.807\times9.448=17.1$ meV;
- second ionisation: $4\times9.448=37.8$ meV.

The length scale of the orbital is $a^*/\zeta=6.35/1.6875\approx3.8$ nm for the neutral donor and $6.35/2\approx3.2$ nm for the ion. Both are several times a typical lattice spacing, which the use of an effective mass and a dielectric constant requires. In a polar crystal the static constant also requires binding energies well below the optical phonon energy. The derivation does not cover a strongly anisotropic mass or a coupling between several equivalent valleys, so it does not establish the value 1.81 for those cases.

**What survives for holes in germanium**

A double acceptor binds two holes to a core of charge $-2$. Your doubt about the band is justified, but it affects the two ionisation energies differently.

The top of the valence band has four states, described by an angular momentum $J=3/2$. Neglecting the split-off band and the dependence of the energy on crystal direction, one hole obeys

$$
H=p^2(1+\mu Q)-\frac{2Z}{r},\qquad Q=\frac54-(\mathbf n\cdot\mathbf J)^2,
$$

where $\mathbf n$ is the direction of $\mathbf p$, $p^2=-\nabla^2$, and the Rydberg unit is built from the average inverse mass of the band. For $\mathbf n\cdot\mathbf J=\pm3/2$ one has $Q=-1$, the heavy holes; for $\pm1/2$ one has $Q=+1$, the light holes. The number $\mu$ measures how different they are.

Now put $\mathbf r=\mathbf r'/Z$, so that $\mathbf p=Z\mathbf p'$. The direction $\mathbf n$ does not change, and

$$
H=Z^2\left[p'^2(1+\mu Q)-\frac2{r'}\right]\quad\Rightarrow\quad E(Z)=Z^2E(1).
$$

In this model the second ionisation energy is therefore 4 times the single-acceptor energy, whatever $\mu$ is. The argument needs only a kinetic energy quadratic in $\mathbf p$, so direction dependence would not spoil it. The split-off band would, because its spacing is a fixed energy that does not scale with $Z^2$. With germanium parameters ($\mu\approx0.77$, spacing 290 meV) the spherical model including that band gives a ratio of about 4.15 instead of 4.

A numerical solution for $\mu=0.70$ gives $-1.857$ for $Z=1$ and $-7.428$ for $Z=2$, a ratio of 4.000. It uses two coupled channels: $Q$ averages to zero over directions, so acting on an $s$ state it produces a pure $d$ state, and $Q^2=1$ brings that state back.

The first ionisation energy is less secure. For $\mu=0$ the two holes can choose among $4\times3/2=6$ antisymmetric spin states, all compatible with the symmetric helium ground state in space, and 1.81 holds. For $\mu\ne0$ spin and orbital motion are coupled and the repulsion acts on mixed states. That problem is not solved fully here, but it can be bounded. Put both holes in one optimised $s$–$d$ orbital and couple them to total angular momentum 2. This variational state gives a first ionisation energy of at least 1.85 single-acceptor energies for $\mu=0.70$ and at least 1.87 for $\mu\approx0.77$, near germanium's value; the same kind of function gives 1.72 at $\mu=0$. So for germanium 1.81 is an estimate that is too low by at least a few per cent, and the ratio of second to first energy in this model is at most about 2.13 rather than 2.2.

**Comparison with double acceptors**

Single shallow acceptors in germanium have binding energies of roughly 11 meV. With this as the unit, the estimates are $1.81\times11\approx20$ meV and $4\times11=44$ meV. This treats the measured 11 meV as if all of it scaled in this way; any part due to the impurity core or the split-off band does not. Rough measured sizes are:

| Acceptor | First (meV) | Second (meV) | Second/first |
|---|---|---|---|
| Scaled helium | 20 | 44 | 2.2 |
| Be | 25 | 60 | 2.4 |
| Zn | 33 | 90 | 2.7 |
| Hg | 90 | 230 | 2.6 |

Beryllium is deeper than the estimate by about a quarter in the first energy and a third in the second. For zinc the factors are about 1.7 and 2, and for mercury both are near 5. The ratios stay closer to the model, roughly 8 to 23% above it with these rounded entries. Finer values (about 24.8 and 58.0 meV for Be, 33.0 and 86.5 meV for Zn, 92 and 230 meV for Hg) give 2.34, 2.62 and 2.51, or 6 to 18% above.

**Why the ratio can change less than the energies**

A possible contributor is the short-range potential of the core. Suppose it is attractive and weak. To first order it lowers each energy in proportion to the particle density at the centre. Within the one-band model, let $w$ be the shift for a single impurity, in $\mathrm{Ry}^*$.

For one particle the central density is $Z^3/\pi$, so the $Z=2$ ion shifts by $8w$. A direct calculation with a narrow Gaussian core gives 7.82 instead of 8. The difference comes from its finite range: near the centre the density falls as $1-2Zr$, and the mean radius weighted by that core potential is $0.0113\,a^*$, so the ratio should be $8\times(1-0.045)/(1-0.023)\approx7.82$.

The correlated two-particle function has a total central density of 11.37 in the same units at $N=5$. Larger bases converge to 11.375, which turns 3.37 and 1.86 below into 3.375 and 1.87. The first ionisation energy therefore grows by $(11.37-8)w=3.37w$ and the second by $8w$:

$$
I_1=1.807\,(1+1.86\,w),\qquad I_2=4\,(1+2.00\,w).
$$

Both grow by nearly the same fraction, about twice that of a single impurity, so the ratio moves little while the energies increase. The single-exponential product function would mislead here: its central density is 9.61, and the difference from 8 is 1.61, less than half the value from the better function. The main fault is the rigid exponential shape, not the product form itself. A fair energy does not guarantee a fair density difference.

This estimate has a clear limit. However large $w$ is made in these formulas, the ratio stays below $8/3.37\approx2.37$, so they cannot produce the values near 2.6 or 2.7 for mercury and zinc. Even for beryllium, the shift that fits the first energy, $w\approx0.14$, gives a ratio of only 2.25 instead of 2.4, and $8w$ is then already more than a quarter of the energy it corrects, so first order is only a rough guide. The formulas show how both energies can grow with little change in their ratio; they do not explain the measured excess in the ratio. Treating such a core to all orders does not help. A Gaussian core fitted to the second energy gives, with the best product function in the one-band model, ratios of about 2.2 to 2.3 for zinc and 1.7 to 1.9 for mercury, against 2.32 without a core, so a strong short-range attraction lowers the ratio. The cause of the measured excess is left open here. For mercury, with energies near five times the estimates, a first-order correction is not a credible description anyway.

For your exercise, then, scaled helium gives the right order of magnitude for beryllium and zinc and a reasonable ratio for all three, but not their individual energies. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
TWO-ELECTRON CENTRE, energies in Ry*
optimal zeta (1/a*)                  1.6875
kinetic energy, product function     5.6953
attraction, product function         -13.5000
repulsion, product function          2.1094
total energy, product function       -5.6953
total energy, Hylleraas order 4      -5.80742
total energy, Hylleraas order 5      -5.80744
total energy, Gaussian CI cc-pVQZ    -5.80482
energy of one-electron ion           -4.0000
first ionisation, zeta = 2           1.5000
first ionisation, product function   1.6953
first ionisation, converged          1.8074
shortfall of product function        0.1121
shortfall (percent)                  6.2
second ionisation                    4.0000
ratio second/first, converged        2.213
MODEL DONOR
effective mass (electron masses)     0.10
dielectric constant                  12.0
effective Bohr radius a* (nm)        6.35
effective Rydberg Ry* (meV)          9.448
first ionisation, product (meV)      16.02
first ionisation, converged (meV)    17.08
second ionisation (meV)              37.79
DEGENERATE BAND, energies in its own Rydberg unit
band coupling mu                     0.70
one-hole energy, Z = 1               -1.8570
one-hole energy, Z = 2               -7.4278
ratio of the two                     4.0000
CORE EFFECT, densities relative to single impurity
core shift ratio Z=2 / Z=1, computed 7.82
central density, two electrons       11.37
same, product function               9.61
density lost in first ionisation     3.37
relative shift factor, first         1.86
relative shift factor, second        2.00
GERMANIUM, rough measured sizes in meV
single acceptor (rough input)        11
scaled-helium estimate: first, second 20, 44
Be (rough input): first, second     25, 60; ratio 2.4
Zn (rough input): first, second     33, 90; ratio 2.7
Hg (rough input): first, second     90, 230; ratio 2.6
```
